# Why the Fourfold Ladder of (110) Silicon Conducts Better Along [001]

Take a (110) silicon inversion layer at 4.2 K, and give every electron the same relaxation time of 0.3 ps whichever way it moves. The ellipsoidal-valley model then gives a mobility of about 2780 cm²/Vs along $[001]$ and 950 cm²/Vs along $[1\bar10]$, a ratio of 2.91. If the same electrons, kept in the same four valleys, are released from the confining well, the ratio drops to 1.66. (Bulk silicon itself fills all six valleys equally and has a ratio of 1.) Both directions lie in the plane of the layer, yet confinement perpendicular to that plane changes how differently they conduct. The tilt of the valleys explains both numbers.

## The tilted valleys

The conduction band of silicon has six minima, two on each cubic axis. Around each one the energy surfaces are ellipsoids, with a heavy mass $m_l=0.916$ along the valley axis and a light mass $m_t=0.19$ across it. These are rough standard values in units of the free-electron mass $m_0$, as are all masses below. Wavevectors are measured from the valley minimum.

Choose axes suited to the layer:

$$
\mathbf e_1=\tfrac{1}{\sqrt2}(1,-1,0),\qquad \mathbf e_2=(0,0,1),\qquad \mathbf e_3=\tfrac{1}{\sqrt2}(1,1,0).
$$

The first two are the in-plane directions $[1\bar10]$ and $[001]$. The third is the surface normal, with coordinate $z$. The kinetic energy is $(\hbar^2/2m_0)\sum_{ij}W_{ij}k_ik_j$, where $W$ is the inverse-mass tensor. For a valley along the unit vector $\mathbf a$ it is $1/m_t$ in every direction, corrected along $\mathbf a$:

$$
W_{ij}=\frac{\delta_{ij}}{m_t}+\left(\frac1{m_l}-\frac1{m_t}\right)(\mathbf e_i\cdot\mathbf a)(\mathbf e_j\cdot\mathbf a).
$$

For the $[100]$ valley the projections of $\mathbf a$ on the three axes are $1/\sqrt2$, $0$ and $1/\sqrt2$. Hence

$$
W_{11}=W_{33}=\frac12\left(\frac1{m_l}+\frac1{m_t}\right)=3.177,\qquad
W_{13}=\frac12\left(\frac1{m_l}-\frac1{m_t}\right)=-2.086,
$$

$$
W_{22}=\frac1{m_t}=5.263,\qquad W_{12}=W_{23}=0.
$$

The $[010]$ valley has projections $-1/\sqrt2$, $0$ and $1/\sqrt2$, so $W_{13}$ changes sign and nothing else does. Reversing $\mathbf a$ changes nothing, so the $[\bar100]$ and $[0\bar10]$ valleys repeat these two tensors. These four valleys form the fourfold set.

The element $W_{13}$ says that the ellipsoid is tilted against the surface. A force along $[1\bar10]$ accelerates a free electron of the $[100]$ valley partly along the normal, because the electron yields more easily across its valley axis than along it. A force along $[001]$ has no such side effect, since $[001]$ is a principal axis of all four ellipsoids.

## What confinement does to the tilt

Let a potential $V(z)$ bind the electron at the surface, and let the same mass tensor hold wherever the wavefunction is appreciable. The in-plane wavevectors $k_1,k_2$ are conserved, while $k_3$ becomes the operator $-i\,d/dz$. The terms containing $k_1$ or $k_3$ can be arranged as a completed square:

$$
W_{33}k_3^2+2W_{13}k_1k_3+W_{11}k_1^2
=W_{33}\left(k_3+\frac{W_{13}}{W_{33}}k_1\right)^2+\left(W_{11}-\frac{W_{13}^2}{W_{33}}\right)k_1^2 .
$$

Now write the $z$-dependent part of the wavefunction as $F(z)=e^{-iqz}\varphi(z)$ with $q=W_{13}k_1/W_{33}$. The product rule gives

$$
\left(-i\frac{d}{dz}+q\right)e^{-iqz}\varphi
=e^{-iqz}\left(-q\varphi-i\frac{d\varphi}{dz}+q\varphi\right)
=e^{-iqz}\left(-i\frac{d\varphi}{dz}\right).
$$

The shift has disappeared. The phase factor commutes with $V(z)$ and leaves the zeros of the wavefunction in place, so $\varphi$ obeys an ordinary one-dimensional equation that does not contain $k_1$:

$$
-\frac{\hbar^2W_{33}}{2m_0}\frac{d^2\varphi}{dz^2}+V(z)\varphi=E_n\varphi .
$$

The total energy is therefore

$$
E=E_n+\frac{\hbar^2}{2m_0}\left(\frac{k_1^2}{m_1}+\frac{k_2^2}{m_2}\right),\qquad
\frac1{m_1}=W_{11}-\frac{W_{13}^2}{W_{33}},\qquad \frac1{m_2}=W_{22}.
$$

Because $W_{33}=W_{11}$, the first inverse mass factorizes. With $W_{11}+W_{13}=1/m_l$ and $W_{11}-W_{13}=1/m_t$,

$$
\frac1{m_1}=\frac{(W_{11}+W_{13})(W_{11}-W_{13})}{W_{11}}
=\frac{1}{m_lm_t}\,\frac{2m_lm_t}{m_l+m_t}=\frac{2}{m_l+m_t}.
$$

So $m_1=(m_l+m_t)/2=0.553$ along $[1\bar10]$, and $m_2=m_t=0.19$ along $[001]$. The shape of $V(z)$ has dropped out. So has the sign of $W_{13}$, which enters squared: all four valleys give the same in-plane ellipse with the same orientation.

## The physical reason

In a stationary bound state the mean position $\langle z\rangle$ is constant, so the mean normal velocity vanishes:

$$
\langle v_3\rangle=\frac{\hbar}{m_0}\left(W_{33}\langle k_3\rangle+W_{13}k_1\right)=0,
\qquad\text{hence}\qquad \langle k_3\rangle=-\frac{W_{13}}{W_{33}}k_1=0.656\,k_1 .
$$

The electron has to carry a normal wavevector to stand still along the normal. That wavevector acts back on the in-plane velocity through the same tilt:

$$
\langle v_1\rangle=\frac{\hbar}{m_0}\left(W_{11}k_1+W_{13}\langle k_3\rangle\right)=\frac{\hbar k_1}{m_0m_1}.
$$

In numbers, the coefficient of $k_1$ falls from $3.177$ to $3.177-2.086\times0.656=1.81$.

The same result can be read as a statement about forces. Let a weak, steady force $f_1$ act along $[1\bar10]$, too weak to lift the electron out of its subband. The mass tensor $M=W^{-1}$ has $M_{11}=(m_l+m_t)/2$ and, for the $[100]$ valley, $M_{13}=(m_l-m_t)/2$. Newton's law for the mean motion reads

$$
f_1=m_0(M_{11}a_1+M_{13}a_3),\qquad f_3=m_0(M_{13}a_1+M_{33}a_3).
$$

A free electron has $f_3=0$ and drifts sideways. A confined one has $a_3=0$ on average, with the well supplying whatever $f_3$ is needed. The first equation then becomes $f_1=m_0M_{11}a_1$, so the effective mass is the in-plane element of the mass tensor, an average of masses. For the free electron it is $1/W_{11}$, which comes from an average of inverse masses and so favours the light one.

The cancellation takes place separately in each valley. In an unconfined crystal the $[100]$ and $[010]$ electrons drift to opposite sides of the $(110)$ plane, and their normal currents cancel in the sum. That cancellation leaves each valley's in-plane response at $W_{11}$. The well stops the sideways drift of each valley, and this is what lowers the response.

## From masses to conductivities

Let $-e$ be the electron charge, $\boldsymbol{\mathcal E}$ the electric field and $f_0(E)$ the Fermi function. In the relaxation-time approximation the field changes the occupation by $\delta f=e\tau(E)\,\boldsymbol{\mathcal E}\cdot\mathbf v\,(df_0/dE)$. Multiplying by the current $-e\mathbf v$ and summing over states gives, for one subband with four valleys and two spins,

$$
\sigma_{ii}=8e^2\int\frac{d^2k}{(2\pi)^2}\,v_i^2\,\tau(E)\left(-\frac{df_0}{dE}\right).
$$

Here $\tau$ may depend on energy but not on direction. Substitute $k_i=\sqrt{m_i}\,\kappa_i$. The kinetic energy becomes $\hbar^2\kappa^2/2m_0$, the area element becomes $\sqrt{m_1m_2}\,d^2\kappa$, and the velocity is $v_i=\hbar\kappa_i/(m_0\sqrt{m_i})$. The energy contours are now circles, on which $\kappa_1^2$ and $\kappa_2^2$ have the same average, $\kappa^2/2$. The integral is then $1/m_i$ times a factor common to both directions, and

$$
\frac{\sigma_{[001]}}{\sigma_{[1\bar10]}}=\frac{m_1}{m_2}=\frac{m_l+m_t}{2m_t}=\frac{0.553}{0.19}=2.91 .
$$

Higher subbands of the fourfold ladder have the same two masses. They may have relaxation times of their own without changing the ratio, and temperature and density drop out as well.

For constant $\tau$ the size of the mobility follows too. Since $v_i\,df_0/dE=\hbar^{-1}\partial f_0/\partial k_i$, an integration by parts moves the derivative onto $v_i$, where $\hbar^{-1}\partial v_i/\partial k_i=1/(m_0m_i)$. This leaves $\sigma_{ii}=ne^2\tau/(m_0m_i)$, with $n$ the electron density, and a mobility $e\tau/(m_0m_i)$. For 0.3 ps, $e\tau/m_0$ is 528 cm²/Vs. Dividing by 0.19 and by 0.553 gives the two mobilities of the opening.

Without confinement the same rescaling, done along the three principal axes, makes each valley's conductivity tensor proportional to $W$. The elements $W_{13}$ cancel between valleys, and the ratio is

$$
\frac{W_{22}}{W_{11}}=\frac{2m_l}{m_l+m_t}=1.66 .
$$

The confined ratio is therefore a product, $2.91=1.66\times1.76$. The first factor is the anisotropy that the four valleys have anyway. The second, $W_{11}m_1=(m_l+m_t)^2/(4m_lm_t)$, is the price of suppressing the sideways drift.

Two limits show the difference. If $m_l=m_t$ there is no tilt, and both ratios are 1. If $m_l$ grows without bound, the unconfined ratio approaches 2, because an electron pushed along $[1\bar10]$ can still glide along its light direction at 45° to the force. The confined ratio grows without bound, because the well blocks that glide and any remaining motion must involve the infinite mass.

## When the fourfold ladder is filled alone

The $[001]$ and $[00\bar1]$ valleys form a second, twofold ladder. Their axis lies in the plane, so their tensor is diagonal, with mass $m_l$ along $[001]$ and $m_t$ along $[1\bar10]$. Their anisotropy is the reverse: the conductivity ratio is $m_t/m_l=0.21$. The factor 2.91 therefore requires that they be empty.

The normal mass $m_3=1/W_{33}$ decides which ladder is lower. It is $2m_lm_t/(m_l+m_t)=0.315$ for the fourfold ladder and $m_t=0.19$ for the twofold one. Model the well as a hard wall at $z=0$ and a uniform field $F$ behind it. Scaling $z$ turns the equation for $\varphi$ into Airy's equation, and the condition $\varphi(0)=0$ gives

$$
E_n=\alpha_n\left(\frac{\hbar^2}{2m_0m_3}\right)^{1/3}(eF)^{2/3},
$$

where $-\alpha_n$ are the zeros of the Airy function and $\alpha_1=2.338$. At 0.5 MV/cm the lowest fourfold level lies at 157 meV. The lowest twofold level is higher by the factor $(0.315/0.19)^{1/3}=1.18$, at 186 meV. The offset is 29 meV.

Take a density of $4\times10^{12}$ cm⁻². At low temperature the Fermi energy above the lowest level is the density divided by the density of states of four valleys,

$$
E_F=\frac{\pi\hbar^2n}{4m_0\sqrt{m_1m_2}}=7.4\ \text{meV}.
$$

This is well below the offset, and at 4.2 K the thermal energy is about 0.4 meV, so in this hard-wall, parabolic model the twofold ladder is empty for practical purposes.

Warming changes this. If a fraction $s$ of the electrons is in the twofold ladder and all share one constant relaxation time, adding the conductivities gives

$$
\frac{\sigma_{[001]}}{\sigma_{[1\bar10]}}=\frac{(1-s)/m_t+s/m_l}{(1-s)/m_1+s/m_t}.
$$

I fill four Airy levels of each ladder with Fermi statistics, keeping the field and density fixed. This gives $s=1.5\%$ and a ratio of 2.80 at 77 K, and $s=18\%$ and a ratio of 1.84 at 300 K. A minority this small matters because its electrons are light in the direction where the majority is heavy. The uniform field is a simplification, since the electrons themselves supply most of it. A self-consistent Hartree well with the same mean field lowers the offset from 29 to about 24 meV and the two ratios to about 2.7 and 1.75.

## Where the ellipsoids fail

The parabolic ellipsoid is itself an approximation. Each valley lies a distance $k_0$ from the zone-boundary point X, where two bands cross; I take $k_0=0.15\times2\pi/a=1.74$ nm⁻¹ with $a=0.543$ nm. A standard two-band model keeps both bands. For the $[100]$ valley it couples them by

$$
\frac{\hbar^2k_yk_z}{m_0M},\qquad \frac1M=\frac1{m_t}-1=4.26,
$$

and at the valley minimum they are separated by $2\hbar^2k_0^2/(m_0m_l)=0.50$ eV. The other valleys follow by exchanging the cubic axes.

In the fourfold ladder, confinement supplies a spread of $k_y$, and motion along $[001]$ supplies $k_z=k_2$. The coupling pushes the lower band down by an amount that begins as $k_2^2$. The energy thus rises more slowly with $k_2$, which means a heavier mass along $[001]$. At $k_2=0$ the coupling vanishes, so motion along $[1\bar10]$ keeps its mass. Diagonalizing the two-band Hamiltonian on a grid, in the same triangular well, gives 0.222 in place of 0.19. The ratio becomes $0.553/0.222=2.49$, about 15% below the ellipsoid value.

In the twofold ladder the coupling contains $k_xk_y=(k_3^2-k_1^2)/2$, which confinement makes nonzero even for an electron at rest in the plane. The lowest level drops from 186 to 176 meV, and the offset shrinks from 29 to 19 meV. In the self-consistent Hartree well it is about 16 meV. The hard wall is a further simplification: a finite oxide barrier of 3.1 eV with an isotropic mass of 0.3 to 0.5 lowers the light twofold level more than the fourfold one, and with all three effects together the offset is only 6 to 8 meV, comparable to the Fermi energy of about 7 meV. That barrier model is crude and exchange is left out, but it shows that an empty twofold ladder at 4.2 K is not guaranteed at a real interface. The figures below keep the hard wall, the uniform field and the 19 meV offset. With this smaller offset, but with the parabolic masses kept, the twofold share is 6% at 77 K and 25% at 300 K, and the ratios are 2.49 and 1.59. These figures include neither the heavier $[001]$ mass nor the change that the same coupling makes in the twofold masses, which become about 0.16 along $[1\bar10]$ and 1.0 along $[001]$. Summing the two-band states of both ladders over the whole plane, with one constant relaxation time, gives ratios of about 2.1 at 77 K and 1.3 at 300 K.

## When scattering has a direction

A scattering rate that depends on the change of wavevector need not give an isotropic relaxation time. Unscreened roughness of finite range, which favours small changes, is the simplest example. Consider elastic scattering within one valley at a rate proportional to $\exp(-|\mathbf k-\mathbf k'|^2L^2/4)$, without screening, with a rough correlation length $L=1.5$ nm. Points on the Fermi ellipse are $(A\cos\theta,B\sin\theta)$. The valley's density $n/4$ fixes $AB=2\pi n/4$, and the masses fix $A/B=\sqrt{m_1/m_2}$. Hence $A=0.327$ and $B=0.192$ nm⁻¹.

For small $L$ the rate is proportional to $1-|\mathbf k-\mathbf k'|^2L^2/4$. To first order, the relaxation rate of a current along axis 1 is the average over both angles of this expression times $(\cos\theta-\cos\theta')^2$. The averages needed are

$$
\overline{(\Delta\cos)^2}=1,\qquad \overline{(\Delta\cos)^4}=\tfrac94,\qquad \overline{(\Delta\cos)^2(\Delta\sin)^2}=\tfrac34 ,
$$

where $\Delta$ denotes the difference between the two angles. They give

$$
\lambda_1=1-\frac{L^2}{16}(9A^2+3B^2),\qquad \lambda_2=1-\frac{L^2}{16}(3A^2+9B^2),
$$

$$
\frac{\lambda_1}{\lambda_2}\approx1-\frac{3L^2}{8}(A^2-B^2)=0.94 .
$$

In this unscreened model the current along the long axis of the ellipse, $[1\bar10]$, relaxes more slowly, which partly offsets its heavy mass. The estimate is $2.91\times0.94=2.74$. Solving the full collision equation numerically around the ellipse gives 2.745.

Screening cannot be neglected at this density, and it reverses the sign. The screening wavevector of the four valleys, $e^2/2\varepsilon$ times their density of states, is about 4.2 nm⁻¹ in silicon, far above $2A=0.65$ nm⁻¹. Dividing the potential by the dielectric function then makes the rate grow roughly as $|\mathbf k-\mathbf k'|^2$, which favours backscattering across the long axis. The same averages give $\lambda_1/\lambda_2\approx(9A^2+3B^2)/(3A^2+9B^2)=1.65$ and a ratio near $2.91\times1.65=4.8$. With the finite thickness of the layer included, a single dielectric function gives a ratio of about 5. It rises to about 7 when the phase factors $e^{-iqz}$, opposite for the two valley pairs, are kept in the screening: part of the roughness potential then acts with opposite sign on the two pairs, induces no net charge and is hardly screened.

## Beside a real channel

Fins etched into a (001) wafer with their length along a $\langle110\rangle$ direction have (110) sidewalls, and their current flows along the heavy direction, $[1\bar10]$ in the present labels. The density used here is of the size met in such inversion layers, but the field of 0.5 MV/cm presumes about $1.2\times10^{12}$ cm⁻² of depletion charge; in a nearly undoped body at the same density the hard-wall Hartree offset is only about 15 meV, or 12 meV with the two-band coupling, and an oxide barrier of finite height lowers it further; the relaxation time is a rough cryogenic value and sets the mobilities but not their ratio. At room temperature the twofold ladder is no longer empty, and in the estimates above, which give both ladders the same relaxation time, this alone moves the ratio from 2.9 to between 1.6 and 1.8, and with the two-band masses included it falls to about 1.3. At 4.2 K, provided the twofold ladder stays empty, the nonparabolic mass moves it to about 2.5 for a direction-independent relaxation time, while screened roughness scattering, which is not direction-independent, pushes it the other way and by more. The level broadening $\hbar/\tau=2.2$ meV is also about 30% of the Fermi energy, so the semiclassical picture is strained, and I have not sized that effect. A narrow fin adds a second wall, and strain shifts the valleys. Either can change the offset between the ladders, so the value 2.9 should not be carried over to such a device without recalculating which valleys are filled.
